# Wall probability and mean domain length in a zero-field Ising row

## Problem

A ferroelectric row is modelled as a line of identical cells. The polarization of cell \(i\) points up or down, perpendicular to the row, and is described by \(s_i=+1\) or \(s_i=-1\). Two neighbouring cells with equal signs cost no energy. Two neighbours with opposite signs form a domain wall, which costs \(w=50\) meV. No electric field acts, cells further apart do not interact, and \(w\) does not depend on temperature. The row is in thermal equilibrium at \(T=300\) K, where \(kT=25.852\) meV. The cell length is \(a=0.5\) nm.

(a) Write the transfer matrix, find its eigenvalues, and obtain the partition function of a ring of \(N\) cells.

(b) Find the probability that a given bond carries a wall, first for the ring and then for an infinite row. Evaluate it.

(c) Find the distribution of domain lengths and the mean domain length, in cells and in nanometres.

(d) Find the mean length of the domain that contains a randomly chosen cell, and the correlation length of the signs. Why do they differ from the answer to (c)?

(e) Examine the limits of strong and weak coupling, and the sensitivity of the result to \(w\) and \(T\).

(f) Estimate what a small residual field, neighbouring rows, dipole forces and slow switching would do to the result in a ferroelectric film.

## Solution

### (a) Transfer matrix and partition function

The number of walls on the bond between cells \(i\) and \(i+1\) is

\[
n_i=\frac{1-s_is_{i+1}}{2},
\]

which is 0 for equal signs and 1 for opposite signs. The energy is therefore \(E=w\sum_i n_i\). In the other common notation, where a bond has energy \(-Js_is_{i+1}\), equal signs give \(-J\) and opposite signs \(+J\). The cost of a wall is the difference, so \(w=2J\) and here \(J=25\) meV.

Each wall contributes to the Boltzmann factor a factor

\[
x=e^{-w/kT},
\]

and a bond without a wall contributes 1. With rows and columns ordered as up, down, the factors of one bond form the matrix

\[
\mathbf T=\begin{pmatrix}1&x\\x&1\end{pmatrix}.
\]

On a ring, cell \(N\) is also a neighbour of cell 1, and

\[
Z_N=\sum_{s_1,\dots,s_N}T_{s_1s_2}T_{s_2s_3}\cdots T_{s_Ns_1}.
\]

Each sum over an intermediate sign is a matrix multiplication, and the last sum, over \(s_1\), is a trace. Hence \(Z_N=\operatorname{Tr}\mathbf T^N\).

Acting on \((1,1)\), the matrix gives \((1+x)(1,1)\). Acting on \((1,-1)\), it gives \((1-x)(1,-1)\). The eigenvalues are

\[
\lambda_+=1+x,\qquad \lambda_-=1-x,
\]

and, because the trace of a power is the sum of the powers of the eigenvalues,

\[
Z_N=(1+x)^N+(1-x)^N .
\]

### (b) Wall probability per bond

A state with \(M\) walls has weight \(x^M\), so \(Z_N=\sum x^M\), summed over all states. Since \(x\,d(x^M)/dx=Mx^M\), the mean number of walls is

\[
\langle M\rangle=\frac{x}{Z_N}\frac{dZ_N}{dx}.
\]

The derivative of the partition function is

\[
\frac{dZ_N}{dx}=N\left[(1+x)^{N-1}-(1-x)^{N-1}\right].
\]

All \(N\) bonds of the ring are equivalent, so the probability of a wall on one of them is \(p_N=\langle M\rangle/N\):

\[
p_N=x\,\frac{(1+x)^{N-1}-(1-x)^{N-1}}{(1+x)^N+(1-x)^N}.
\]

Dividing numerator and denominator by \((1+x)^N\) and writing \(t=\lambda_-/\lambda_+=(1-x)/(1+x)\) gives

\[
p_N=\frac{x}{1+x}\,\frac{1-t^{N-1}}{1+t^N}.
\]

For \(w>0\) and \(T>0\), \(x\) lies between 0 and 1, and so does \(t\). Its powers vanish as \(N\to\infty\), which leaves

\[
p=\frac{x}{1+x}=\frac{1}{1+e^{w/kT}} .
\]

This is the occupation of a two-state system with energies 0 and \(w\). It has the shape of a Fermi function because a bond holds either no wall or one wall; quantum statistics plays no part.

For the given numbers,

\[
\frac{w}{kT}=\frac{50}{25.852}=1.9341,\qquad x=e^{-1.9341}=0.14456,
\]

\[
p=\frac{0.14456}{1.14456}=0.1263 .
\]

About one bond in eight carries a wall.

A short ring has fewer walls per bond. For \(N=12\) the formula gives \(p_{12}=0.1176\), which is 7% below the infinite-row value. The reason is that going once round the ring must restore the initial sign, so the number of walls must be even. An open row has no such constraint.

### (c) Distribution of domain lengths

Consider an open row with \(N\) bonds and \(N+1\) cells. Its state is fixed by the first sign and the wall numbers \(n_1,\dots,n_N\), because \(s_{i+1}=s_i(1-2n_i)\). Every choice of these variables is allowed, and the weight is a product over bonds. The partition function is \(2(1+x)^N\), and the probability of a state is

\[
\frac12\prod_{i=1}^{N}\frac{x^{n_i}}{1+x}.
\]

The bonds are thus statistically independent. Each has a wall with probability \(x/(1+x)=p\) and none with probability \(1/(1+x)=1-p\). This does not depend on \(N\), so it also describes an infinite row.

A domain is an unbroken run of equal signs between two walls. Start at a wall and move along the row. The domain has \(L\) cells if the next \(L-1\) bonds have no wall and the bond after them has one:

\[
P(L)=(1-p)^{L-1}p,\qquad L=1,2,3,\dots
\]

To find the mean, set \(q=1-p\) and begin with the geometric series \(\sum_{L\ge1}q^{L-1}=\sum_{L\ge0}q^L=1/(1-q)\). Multiplied by \(p=1-q\), it gives 1, so \(P(L)\) is normalized. Differentiating \(\sum_{L\ge0}q^L\) with respect to \(q\) gives

\[
\sum_{L\ge1}Lq^{L-1}=\frac{1}{(1-q)^2}=\frac1{p^2}.
\]

The mean domain length in cells is therefore

\[
\langle L\rangle=p\,\frac1{p^2}=\frac1p=1+e^{w/kT}.
\]

With \(e^{w/kT}=6.918\),

\[
\langle L\rangle=7.92\ \text{cells},\qquad a\langle L\rangle=7.92\times0.5\ \text{nm}=3.96\ \text{nm}.
\]

The mean is not a typical size in the sense of a sharp peak. \(P(L)\) falls steadily with \(L\), so the most frequent domain is a single cell. For the spread, multiply the last series by \(q\) and differentiate again:

\[
\sum_{L\ge1}L^2q^{L-1}=\frac{d}{dq}\frac{q}{(1-q)^2}
=\frac{(1-q)+2q}{(1-q)^3}=\frac{1+q}{(1-q)^3}.
\]

Since \(1+q=2-p\), this gives

\[
\langle L^2\rangle=\frac{2-p}{p^2},\qquad
\langle L^2\rangle-\langle L\rangle^2=\frac{1-p}{p^2}.
\]

The standard deviation is \(\sqrt{1-p}/p=7.4\) cells, nearly as large as the mean.

### (d) Two other lengths

The mean in (c) counts every domain once. Choosing a cell at random favours long domains, because a domain of \(L\) cells can be hit in \(L\) ways. The probability of landing in a domain of length \(L\) is \(LP(L)/\langle L\rangle\), and the mean length found in this way is

\[
L_{\rm cell}=\frac{\langle L^2\rangle}{\langle L\rangle}
=\frac{2-p}{p}=\frac2p-1=14.8\ \text{cells}.
\]

The same result follows by looking outward from the chosen cell. On each side the nearest wall lies on average \(1/p\) bonds away, which leaves \(1/p-1\) further cells of the same domain. Adding both sides and the cell itself gives \(1+2(1/p-1)=2/p-1\).

The correlation of two signs \(r\) cells apart follows from \(s_0s_r=\prod(1-2n_i)\), with the product over the \(r\) bonds between them. The bonds are independent and each factor has mean \(1-2p\), so

\[
\langle s_0s_r\rangle=(1-2p)^r=e^{-r/\xi},\qquad
\xi=-\frac1{\ln(1-2p)}.
\]

Moreover,

\[
1-2p=\frac{1+x-2x}{1+x}=\frac{1-x}{1+x}=t=0.7474,
\]

so the ratio of the eigenvalues sets the decay. The correlation length is \(\xi=3.43\) cells. It is shorter than the mean domain because a wall does more than end the agreement of two signs: it makes them opposite, and the negative products cancel positive ones. When walls are rare, \(\ln(1-2p)\approx-2p\) and \(\xi\approx1/(2p)\), half the mean domain length.

### (e) Limits and sensitivity

When \(w\gg kT\), \(x\) is small, and

\[
p\approx e^{-w/kT},\qquad \langle L\rangle\approx e^{w/kT}.
\]

For the present numbers this approximation gives \(p\approx0.145\), which is 14% above the full result, and a length of 6.92 cells, one cell too short. The missing factor \(1/(1+x)\) is the normalization of the bond probabilities.

As \(w/kT\to0\), \(p\to1/2\) and \(\langle L\rangle\to2\). The mean length does not tend to one cell, because neighbouring random signs agree half the time. A mean length below two cells requires \(w<0\), a preference for opposite neighbours. Then \(x>1\) and \(t\) is negative, but \(|t|<1\) still holds, so the infinite-row formula survives. For \(w\to-\infty\) it gives \(p\to1\) and one-cell domains.

At any temperature above zero, \(p\) is positive and the domains have finite mean length. An estimate of the free energy shows why. One wall costs \(w\), but in a row of \(N\) bonds it has \(N\) possible positions and hence an entropy \(k\ln N\). Its free energy \(w-kT\ln N\) is negative once \(N>e^{w/kT}\), the same scale as the domain length found above.

For the sensitivity, put \(b=w/kT\). Then

\[
\frac{dp}{db}=-\frac{e^b}{(1+e^b)^2}=-p(1-p),
\qquad
\frac1p\frac{\partial p}{\partial w}=-\frac{1-p}{kT}.
\]

A change of 10 meV in \(w\) therefore changes \(p\) by about \(0.874\times10/25.85=34\%\) to first order. The full formula at 300 K gives:

- \(w=40\) meV: \(p=0.175\) and \(\langle L\rangle=5.7\) cells;
- \(w=60\) meV: \(p=0.089\) and \(\langle L\rangle=11.2\) cells.

If the 50 meV were the coupling \(J\) instead of the wall energy, \(w\) would be 100 meV, with \(p=0.0205\) and \(\langle L\rangle=48.9\) cells. The definition of the energy must accompany its value.

Heating to 358 K (85 °C) with \(w\) held at 50 meV raises \(p\) to 0.165 and shortens the mean domain to 6.1 cells.

### (f) From a row to a film

The estimates below use round values: polarization \(P=20\) µC/cm², relative permittivity 30, film thickness 10 nm, and cubic cells of volume \(V=a^3=0.125\) nm³.

**Residual field.** A field \(F\) along the up direction adds \(-PFVs_i\) to the energy. For \(F=0.1\) MV/cm, \(PFV=1.56\) meV. Let \(h=PFV/kT=0.060\). Sharing the field energy of each cell equally between its two bonds gives the matrix

\[
\begin{pmatrix}e^h&x\\x&e^{-h}\end{pmatrix},\qquad
\lambda_+=\cosh h+S,\quad S=\sqrt{\sinh^2h+x^2}.
\]

For a long row \(\ln Z_N\approx N\ln\lambda_+\). Its derivative with respect to \(h\) gives the mean sign, and \(x\,\partial/\partial x\) again counts walls:

\[
\langle s\rangle=\frac{1}{\lambda_+}\left(\sinh h+\frac{\sinh h\cosh h}{S}\right)=\frac{\sinh h}{S},
\qquad
p=\frac{x^2}{S\lambda_+}.
\]

The results are \(\langle s\rangle=0.386\) and \(p=0.115\). The wall probability falls by 9%, but the row acquires a considerable net polarization. An isolated cell would have only \(\tanh h\approx0.06\). Coupled cells respond together: for \(h\ll x\), \(\langle s\rangle\approx h/x=he^{w/kT}\).

**Neighbouring rows.** Now place \(m\) rows side by side in a strip and let opposite neighbours cost 50 meV between rows as well as along them. The transfer matrix acts on whole columns of \(m\) signs and has \(2^m\) rows. Numerical diagonalization gives the wall probability per bond along the rows, and the two largest eigenvalues give the correlation length, as in (d):

- \(m=2\): \(p=0.033\), \(\xi=18\) cells;
- \(m=4\): \(p=0.0052\), \(\xi=490\) cells;
- \(m=8\): \(p=0.00255\), \(\xi=3.5\times10^5\) cells.

From four rows to eight, \(\xi\) grows about 700-fold while \(p\) only halves. The two quantities have come to measure different things. A single reversed cell creates two unlike bonds along its row without dividing the strip into domains. It costs \(4w\) inside the strip and \(3w\) at an edge. Counting only single reversed cells, each with its Boltzmann factor \(x^4\) or \(x^3\), eight rows have

\[
p\approx\frac{2\,(2x^3+6x^4)}{8}=0.0022,
\]

which is most of the computed value. In a wide strip, \(1/p\) is therefore no longer the distance between walls that cross it.

A straight wall through a 10 nm film crosses 20 cells. If each column of 20 cells can reverse only as a whole, the wall costs \(20\times50=1000\) meV for every cell of its lateral length, and the single-row formula gives \(p=1.6\times10^{-17}\). A flexible wall has more possible shapes, an entropy that this estimate omits. Its size follows from the strips above: if \(\xi\) keeps growing about 700-fold for every four rows, it reaches about \(10^{14}\) cells at 20 rows. With \(p\approx1/(2\xi)\) for rare walls, as in (d), the probability of a wall crossing the strip is then about \(4\times10^{-15}\). This is some 250 times the rigid value, but still negligible.

**Dipole forces.** Parallel dipoles side by side repel. In the point-dipole estimate, two cells at distance \(na\) have energy \(U_1s_is_{i+n}/n^3\), with

\[
U_1=\frac{(PV)^2}{4\pi\varepsilon_0\varepsilon_ra^3}=9.35\ \text{meV}.
\]

The nearest-neighbour part belongs to \(w\). An isolated wall separates \(n\) pairs at distance \(n\), and each pair lowers its energy by \(2U_1/n^3\). Keeping distances from 2 to 7 cells, the wall energy falls by \(2U_1\sum_{n=2}^{7}n^{-2}=9.6\) meV if the nearest-neighbour bond energy stays at 50 meV. The sum converges slowly: over all distances it is \(\pi^2/6-1\), which gives 12.1 meV, so the cutoff leaves out about 2.5 meV.

If 50 meV is instead the full energy of an isolated wall, what remains is a repulsion between nearby walls: a pair of cells separated by both walls has equal signs again and loses the gain. Summing over all states of a 16-cell ring, with the same cutoff, gives \(p=0.110\), against 0.124 for that ring without the dipole tail. Point dipoles and a bulk permittivity are crude at these distances, so this shows the size of the effect for a single row and no more.

In a film whose surface charges are not screened, dipole forces are far stronger. The same point-dipole sum for a strip of rigid 20-cell columns, taken over all distances from 2 cells outward, lowers the 1000 meV wall by about 700 meV and raises \(p\) to about \(10^{-5}\). For a full film, a single domain has a depolarizing field \(P/\varepsilon_0\varepsilon_r=7.5\) MV/cm and an electrostatic energy of 0.75 J/m². With the wall energy used here and permittivity 30 everywhere, stripes about 4 nm wide cost only about 0.16 J/m², so they are favoured in equilibrium. Their width comes from balancing wall energy against electrostatic energy, and its closeness to the length in (c) is a coincidence. Electrodes reduce this effect to the extent that they screen the surface charge.

**Slow switching.** Equilibrium requires cells to reverse many times. With an assumed barrier of 1 eV and an attempt rate of \(10^{13}\) s⁻¹, the waiting time for one reversal at 300 K is

\[
\tau=10^{-13}\ \text{s}\times e^{1000/25.852}\approx6\times10^3\ \text{s},
\]

nearly two hours. A row with such a barrier would keep the domain pattern left by its history through any short measurement.

**Comparison with hafnia-based capacitors.** The thickness, polarization and permittivity above are roughly typical of ferroelectric hafnia films, and 0.1 MV/cm is small beside their coercive fields, which are roughly 1 MV/cm. The wall energy is a model value: spread over a cell face of 0.25 nm², it is 200 meV/nm², and real wall energies depend on the structure and orientation of the wall. If the electrodes screen the surface charge well, the coupling to neighbouring rows is the largest of the equilibrium effects estimated here. The probability of a wall crossing the whole thickness is then about \(10^{-17}\) for a rigid wall and \(4\times10^{-15}\) for a flexible one, while the probability of an unlike bond levels off near \(10^{-3}\) because of single reversed cells. With poor screening, dipole forces can dominate instead. The 4 nm domain length is thus a property of the single-row model and should not be used as a predicted domain size for a film. If a well-screened film with walls this costly contains many domains, thermal excitation of through-going walls does not account for them. Incompletely screened depolarizing fields, defects, grain structure and switching history are possible causes that the single-row model does not contain.
